# Kleinman-Bylander displacement derivatives and phonon force constants in plane waves, part 1

(Sections cited here and not found follow in the second part.)

**Definitions and conventions**

Hartree atomic units are used. The crystal has \(N\) cells of volume \(\Omega\) with periodic boundary conditions, so there are \(N_k=N\) allowed k points. Plane waves are \(|\mathbf K\rangle=e^{i\mathbf K\cdot\mathbf r}/\sqrt{N\Omega}\) with \(\mathbf K=\mathbf k+\mathbf G\). Atom \(\kappa\) of cell \(\mathbf R\) sits at \(\mathbf R+\boldsymbol\tau_\kappa+\mathbf u_{R\kappa}\) and carries projectors \(\beta_{\kappa lm}(\mathbf r)=\beta_{\kappa l}(r)Y_{lm}(\hat{\mathbf r})\) with real radial parts and real energies \(E_{\kappa l}\). The Kleinman-Bylander (KB) operator is
\[
V=\sum_{R\kappa}\sum_{lm}E_{\kappa l}\,|\beta^{R}_{\kappa lm}\rangle\langle\beta^{R}_{\kappa lm}|,\qquad \beta^R_{\kappa lm}(\mathbf r)=\beta_{\kappa lm}(\mathbf r-\mathbf R-\boldsymbol\tau_\kappa-\mathbf u_{R\kappa}).
\]
The projectors move rigidly with the atom, the cell is fixed, and the pseudopotential is norm-conserving, so no overlap operator appears. A phonon of wavevector \(\mathbf q\) is the real displacement
\[
u_{R\kappa\alpha}=\lambda_{\kappa\alpha}e^{i\mathbf q\cdot\mathbf R}+\lambda^*_{\kappa\alpha}e^{-i\mathbf q\cdot\mathbf R}.
\]
With \(\lambda=x+iy\), the derivatives are \(\partial_\lambda=\tfrac12(\partial_x-i\partial_y)\) and \(\partial_{\lambda^*}=\tfrac12(\partial_x+i\partial_y)\). They obey the product rule and treat \(\lambda\) and \(\lambda^*\) as independent. The short indices are \(a=\kappa\alpha\), \(b=\kappa'\beta\), and \(\boldsymbol\Delta=\mathbf K'-\mathbf K\) is always bra minus ket.

The numbers come from one model with round parameters, computed by the numerical check. The cell is cubic with edge 6 bohr (\(\Omega=216\) bohr³, \(2\pi/6=1.047198\) bohr⁻¹) and the cutoff is 3 Ha. The projectors are \(\beta_l=\mathcal N_l\,r^l e^{-r^2/2\sigma^2}\), normalized. Atom A at the origin has an s channel (\(E=-3\) Ha, \(\sigma=1.0\) bohr). Atom B at \((2.7,3.3,2.4)\) bohr has s (\(-2.5\) Ha, 1.1 bohr) and p (\(+1.0\) Ha, 0.9 bohr). The wavevector is \(\mathbf q=(0.349066,0,0)\) bohr⁻¹, a third of the first reciprocal vector, with three k points at 0 and \(\pm\mathbf q\).

**One atom, one s projector**

Take a single projector \(\beta(r)Y_{00}\) centred at \(\boldsymbol\tau+\mathbf u\) in a box of volume \(\Omega\). Substituting \(\mathbf r=\mathbf s+\boldsymbol\tau+\mathbf u\) in the overlap integral,
\[
\langle\mathbf K|\beta\rangle=\frac{1}{\sqrt\Omega}\int e^{-i\mathbf K\cdot\mathbf r}\beta(|\mathbf r-\boldsymbol\tau-\mathbf u|)Y_{00}\,d^3r=\frac{e^{-i\mathbf K\cdot(\boldsymbol\tau+\mathbf u)}}{\sqrt\Omega}\,\tilde\beta(K),
\]
where \(\tilde\beta\) is the Fourier transform of the projector centred at the origin and does not depend on \(\mathbf u\). The bra side contributes \(e^{-i\mathbf K'\cdot(\boldsymbol\tau+\mathbf u)}\) and the ket side the complex conjugate phase at \(\mathbf K\), so
\[
\langle\mathbf K'|V|\mathbf K\rangle=\frac{E}{\Omega}\,\tilde\beta(K')\tilde\beta(K)\,e^{-i\boldsymbol\Delta\cdot(\boldsymbol\tau+\mathbf u)} .
\]
Each derivative with respect to \(u_\alpha\) brings down \(-i\Delta_\alpha\). The first derivative is \(-i\Delta_\alpha\langle\mathbf K'|V|\mathbf K\rangle\) and the second is \((-i)^2\Delta_\alpha\Delta_\beta=-\Delta_\alpha\Delta_\beta\) times the same element.

A limit checks the sign. Moving the atom by \(\mathbf u\) is the translation \(V\to e^{-i\mathbf p\cdot\mathbf u}Ve^{i\mathbf p\cdot\mathbf u}\), whose first-order term is \(-iu_\alpha[p_\alpha,V]\). Since \(p_\alpha|\mathbf K\rangle=K_\alpha|\mathbf K\rangle\), the commutator has elements \((K'_\alpha-K_\alpha)\langle\mathbf K'|V|\mathbf K\rangle\), which reproduces \(-i\Delta_\alpha\). For \(\mathbf K'=\mathbf K\) all derivatives vanish: a single plane wave has uniform density and cannot tell where the atom is.

**General angular momentum**

Insert the plane-wave expansion \(e^{-i\mathbf K\cdot\mathbf s}=4\pi\sum_{l'm'}(-i)^{l'}j_{l'}(Ks)Y_{l'm'}(\hat{\mathbf K})Y^*_{l'm'}(\hat{\mathbf s})\) in the Fourier transform. Orthonormality of the harmonics over \(\hat{\mathbf s}\) keeps \(l'm'=lm\):
\[
\tilde\beta_{lm}(\mathbf K)=4\pi(-i)^lY_{lm}(\hat{\mathbf K})f_l(K),\qquad f_l(K)=\int_0^\infty r^2j_l(Kr)\beta_l(r)\,dr .
\]
In the product \(\tilde\beta_{lm}(\mathbf K')\tilde\beta^*_{lm}(\mathbf K)\) the factors \((-i)^l\,i^l\) give 1. The addition theorem \(\sum_mY_{lm}(\hat{\mathbf K}')Y^*_{lm}(\hat{\mathbf K})=\frac{2l+1}{4\pi}P_l(\cos\gamma)\), with \(\gamma\) the angle between the two vectors, turns \((4\pi)^2\) into \(4\pi(2l+1)\):
\[
F_\kappa(\mathbf K',\mathbf K)\equiv\sum_{lm}E_{\kappa l}\tilde\beta_{lm}(\mathbf K')\tilde\beta^*_{lm}(\mathbf K)=\sum_l4\pi(2l+1)E_{\kappa l}f_l(K')f_l(K)P_l(\cos\gamma).
\]
The kernel is real and symmetric. As \(K\to0\), \(j_l\propto(Kr)^l\) gives \(f_l\propto K^l\), so the undefined angle at \(K=0\) multiplies zero for \(l>0\) and \(F\) stays finite. The shift argument made no use of \(l=0\), so the displacement still enters only through \(e^{-i\boldsymbol\Delta\cdot\mathbf u}\). No derivative of \(f_l\) or \(P_l\) arises. That fails for a strain of the cell, which changes the vectors \(\mathbf K\) themselves.

For the Gaussian projectors, \(\int r^{2l+2}e^{-r^2/\sigma^2}dr=\tfrac12\Gamma(l+\tfrac32)\sigma^{2l+3}\) fixes \(\mathcal N_l^2=2/[\Gamma(l+\tfrac32)\sigma^{2l+3}]\). The transform of \(e^{-r^2/2\sigma^2}\) is \((2\pi\sigma^2)^{3/2}e^{-K^2\sigma^2/2}\), and a factor \(x\) becomes \(i\partial_{K_x}\), which brings down \(-iK_x\sigma^2\). Comparing with the formula for \(\tilde\beta_{lm}\), and using \((2\pi)^{3/2}/4\pi=\sqrt{\pi/2}\), gives \(f_l=\mathcal N_l\sqrt{\pi/2}\,\sigma^{2l+3}K^le^{-K^2\sigma^2/2}\) for \(l=0,1\). The program tests the shift phase against three-dimensional quadrature of a displaced projector, and the kernel built from these closed forms against radial quadrature combined with Legendre polynomials, the first to \(10^{-9}\) absolute plus \(10^{-5}\) relative and the second to \(10^{-9}\) absolute.

**The crystal: first derivative**

Summing the one-atom result over all atoms,
\[
\langle\mathbf K'|V|\mathbf K\rangle=\frac1{N\Omega}\sum_{R\kappa}e^{-i\boldsymbol\Delta\cdot(\mathbf R+\boldsymbol\tau_\kappa+\mathbf u_{R\kappa})}F_\kappa(\mathbf K',\mathbf K).
\]
Define \(V^{(1)}_a=\partial V/\partial\lambda_a\) at \(\lambda=0\). The chain rule uses \(\partial u_{R\kappa\alpha}/\partial\lambda_{\kappa\alpha}=e^{i\mathbf q\cdot\mathbf R}\):
\[
\langle\mathbf K'|V^{(1)}_a|\mathbf K\rangle=\frac{-i\Delta_\alpha}{N\Omega}e^{-i\boldsymbol\Delta\cdot\boldsymbol\tau_\kappa}F_\kappa\sum_Re^{i(\mathbf q-\boldsymbol\Delta)\cdot\mathbf R}.
\]
The lattice sum equals \(N\) when \(\boldsymbol\Delta-\mathbf q\) is a reciprocal vector and zero otherwise. A ket at \(\mathbf k+\mathbf G\) therefore couples only to bras at \(\mathbf k+\mathbf q+\mathbf G'\):
\[
\langle\mathbf k+\mathbf q+\mathbf G'|V^{(1)}_{\kappa\alpha}|\mathbf k+\mathbf G\rangle=-\frac{i}{\Omega}(\mathbf q+\mathbf G'-\mathbf G)_\alpha\,e^{-i(\mathbf q+\mathbf G'-\mathbf G)\cdot\boldsymbol\tau_\kappa}F_\kappa(\mathbf k+\mathbf q+\mathbf G',\mathbf k+\mathbf G).\tag{A}
\]
Because \(V\) is Hermitian, \(\partial V/\partial\lambda_a^*=V_a^{(1)\dagger}\). The chain rule gives that derivative the factor \(e^{-i\mathbf q\cdot\mathbf R}\), so \(V^{(1)}_a(\mathbf q)^\dagger=V^{(1)}_a(-\mathbf q)\).

Two limits follow. If \(F\) depended on \(\boldsymbol\Delta\) alone, (A) would be the derivative of a local potential, \(-i\Delta_\alpha e^{-i\boldsymbol\Delta\cdot\boldsymbol\tau}v(\boldsymbol\Delta)/\Omega\). The nonlocality shows only in the separate dependence of \(F\) on both vectors, which makes the matrix differ from one k point to the next. For \(\mathbf G'=\mathbf G\) and \(\mathbf q\to0\), (A) vanishes at least linearly in \(q\) because \(F\) is finite (faster where \(F(\mathbf K,\mathbf K)=0\)), whereas a local ionic tail \(v=-4\pi Z/q^2\) makes the same element grow as \(1/q\). The bare KB perturbation carries no macroscopic field.

One element by hand, for atom B and \(\alpha=x\). Take \(\mathbf K=(0.34907,1.04720,0)\) and \(\mathbf K'=(0.69813,1.04720,1.04720)\) bohr⁻¹, of norms 1.10384 and 1.63726, with \(\cos\gamma=0.741620\). The radial factors are \(f_s=1.039300\) and \(0.429101\), \(f_p=0.796076\) and \(0.653111\) bohr\(^{3/2}\). Then
\[
F_s=-2.5\cdot4\pi\cdot1.039300\cdot0.429101=-14.0104,
\]
\[
F_p=1.0\cdot12\pi\cdot0.796076\cdot0.653111\cdot0.741620=14.5363,
\]
and \(F=0.5259\) Ha bohr³; the two channels nearly cancel for this pair. With \(\boldsymbol\Delta=(0.34907,0,1.04720)\), \(\boldsymbol\Delta\cdot\boldsymbol\tau_B=0.349066\cdot2.7+1.047198\cdot2.4=3.45575\) rad and the phase is \(-0.951057+0.309017i\). Multiplying by \(-i\) gives \(0.309017+0.951057i\), and the modulus is \(0.34907\cdot0.52591/216=8.50\times10^{-4}\). The element is \(0.000263+0.000808i\) Ha/bohr. A central difference of real-space integrals over displaced projectors gives the same digits, and is required to agree within \(10^{-4}\) of the modulus.

**The crystal: second derivative**

Each term of the sum over \(R\kappa\) depends on the displacement of one atom only. A second derivative with respect to two different atoms is therefore zero, which gives \(\delta_{\kappa\kappa'}\) and a single lattice sum. There are two distinct second derivatives. The mixed one, \(V^{(2)}_{ab}=\partial^2V/\partial\lambda_a^*\partial\lambda_b\), collects the chain-rule factors \(e^{-i\mathbf q\cdot\mathbf R}e^{i\mathbf q\cdot\mathbf R}=1\). The lattice sum is \(\sum_Re^{-i\boldsymbol\Delta\cdot\mathbf R}\), which forces \(\boldsymbol\Delta\) to be a reciprocal vector:
\[
\langle\mathbf k+\mathbf G'|V^{(2)}_{ab}|\mathbf k+\mathbf G\rangle=-\frac{\delta_{\kappa\kappa'}}{\Omega}(\mathbf G'-\mathbf G)_\alpha(\mathbf G'-\mathbf G)_\beta\,e^{-i(\mathbf G'-\mathbf G)\cdot\boldsymbol\tau_\kappa}F_\kappa(\mathbf k+\mathbf G',\mathbf k+\mathbf G).\tag{B}
\]
It is lattice-periodic, Hermitian, symmetric in \(\alpha\beta\) and independent of \(\mathbf q\). The other, \(\partial^2V/\partial\lambda_a\partial\lambda_b\), collects \(e^{2i\mathbf q\cdot\mathbf R}\) and has the same form with \(\boldsymbol\Delta=2\mathbf q+\mathbf G'-\mathbf G\). So for a general \(\mathbf q\) the pair \(\mathbf k+\mathbf G\), \(\mathbf k+\mathbf q+\mathbf G'\) belongs to the first derivative alone; when \(3\mathbf q\) is a reciprocal vector, as in the model, \(\mathbf k-2\mathbf q\) and \(\mathbf k+\mathbf q\) are the same k point and \(\partial^2V/\partial\lambda_a^*\partial\lambda_b^*\) connects that pair too. The second derivatives connect \(\mathbf k\) to \(\mathbf k\) or to \(\mathbf k\pm2\mathbf q\), and only the first of these enters the dynamical matrix.

By hand, for B with \(\alpha\beta=xz\): keep \(\mathbf K\) and take \(\mathbf K''=(1.39626,1.04720,1.04720)\) bohr⁻¹, with \(f_s=0.177166\), \(f_p=0.449093\), \(\cos\gamma=0.705024\). The same products give \(F=-5.78455+9.50224=3.71769\) Ha bohr³. Here \(\boldsymbol\Delta=(1.04720,0,1.04720)\), the phase is \(0.587785+0.809017i\), and the prefactor is \(-1.04720^2\cdot3.71769/216=-0.018875\). The element is \(-0.011094-0.015270i\) Ha/bohr², again matched by real-space quadrature within \(10^{-4}\) of the modulus.

The selection rules are tested on whole matrices. The operator of a three-cell supercell (179 plane waves) is built with displaced atoms, using \(\partial u_R/\partial x=2\cos\mathbf q\cdot\mathbf R\) and \(\partial u_R/\partial y=-2\sin\mathbf q\cdot\mathbf R\), and differenced for wavevectors \(0,\mathbf q,2\mathbf q\). Over the components tried (Ax and By for the first derivative; four pairs, one of them on different atoms, for the second), the largest absolute deviations, including all elements that should vanish, are \(1.8\times10^{-8}\) Ha/bohr for (A) and \(1.4\times10^{-7}\) Ha/bohr² for each second derivative.

**Separable form**

Let \(b(\mathbf K)=e^{-i\mathbf K\cdot\boldsymbol\tau_\kappa}\tilde\beta_{\kappa lm}(\mathbf K)/\sqrt\Omega\). Its displacement derivatives are \(b_\alpha=-iK_\alpha b\) and \(b_{\alpha\beta}=-K_\alpha K_\beta b\). Expand the factor in (A) as \(-i\Delta_\alpha=(-iK'_\alpha)+(-iK_\alpha)^*\), so that \(V^{(1)}_a=\sum_{lm}E\,(|b_\alpha\rangle\langle b|+|b\rangle\langle b_\alpha|)\) with the left vector taken at \(\mathbf k+\mathbf q\) and the right one at \(\mathbf k\). Likewise
\[
-\Delta_\alpha\Delta_\beta=-K'_\alpha K'_\beta+K'_\alpha K_\beta+K'_\beta K_\alpha-K_\alpha K_\beta ,
\]
and \(K'_\alpha K_\beta=(-iK'_\alpha)(-iK_\beta)^*\), so \(V^{(2)}=\sum E\,(|b_{\alpha\beta}\rangle\langle b|+|b_\alpha\rangle\langle b_\beta|+|b_\beta\rangle\langle b_\alpha|+|b\rangle\langle b_{\alpha\beta}|)\). In an expectation value the first and fourth terms are complex conjugates, as are the second and third:
\[
\langle\psi|V^{(2)}_{\kappa\alpha,\kappa\beta}|\psi\rangle=\sum_{lm}2E_{\kappa l}\,\mathrm{Re}\big[\langle\psi|b_{\alpha\beta}\rangle\langle b|\psi\rangle+\langle\psi|b_\alpha\rangle\langle b_\beta|\psi\rangle\big].
\]
Only overlaps are needed, so the cost is linear in the number of plane waves. The program asserts that this form and the matrix form agree.

**From the energy to the force constants**

Let \(\Phi_{ab}(\mathbf R'-\mathbf R)=\partial^2E/\partial u_{Ra}\partial u_{R'b}\) and \(C_{ab}(\mathbf q)=\sum_R\Phi_{ab}(\mathbf R)e^{i\mathbf q\cdot\mathbf R}\). Applying the chain rule twice to \(E\), and using that \(u\) is linear in \(\lambda\),
\[
\frac{\partial^2E}{\partial\lambda_a^*\partial\lambda_b}=\sum_{RR'}e^{-i\mathbf q\cdot\mathbf R}\,\Phi_{ab}(\mathbf R'-\mathbf R)\,e^{i\mathbf q\cdot\mathbf R'}=N\,C_{ab}(\mathbf q).
\]
This holds for every \(\mathbf q\). Since \(\Phi\) is real, \(C(-\mathbf q)=C(\mathbf q)^*\). Since \(\Phi_{ba}(\mathbf R)=\Phi_{ab}(-\mathbf R)\), \(C\) is Hermitian. Newton's equation \(M_\kappa\ddot u_{Ra}=-\sum\Phi u\) with \(u_{Ra}\propto e_a e^{i\mathbf q\cdot\mathbf R-i\omega t}/\sqrt{M_\kappa}\) gives \(\omega^2e=De\) with \(D_{ab}=C_{ab}/\sqrt{M_\kappa M_{\kappa'}}\).

The unmixed derivative \(\partial_{\lambda_a}\partial_{\lambda_b}E\) contains \(e^{i\mathbf q\cdot(\mathbf R+\mathbf R')}\), whose sum at fixed \(\mathbf R'-\mathbf R\) vanishes unless \(2\mathbf q\) is a reciprocal vector. For \(2\mathbf q\ne\mathbf G\) the second-order energy is then \(N\lambda^\dagger C\lambda\), and for \(\lambda=\eta e\) the odd orders drop out of
\[
E(\eta)+E(-\eta)-2E(0)=2N\eta^2\,e^\dagger Ce+O(\eta^4).
\]
At the zone centre and at points with \(2\mathbf q=\mathbf G\) the unmixed terms add to this frozen-phonon expression, while the formula for \(C\) itself is unchanged.

This part has derived the first and second displacement derivatives of the KB operator, (A) and (B), and shown that the mixed second derivative of the energy equals \(N\,C_{ab}(\mathbf q)\). What remains is to find the electronic response that enters this energy derivative, and to assemble and test the force constants for the model.
